# Slow convergence of the normal-dipole field sum on a square lattice

Take a flat layer of dipoles, each of 1 D and normal to the layer, on a square lattice of spacing 0.5 nm. The 1256 neighbours within 10 nm of a site produce a field of 20.91 MV/cm there. The complete layer produces 21.67 MV/cm, so 3.5% of the field is still missing. Yet one dipole at 10 nm, twenty spacings away, contributes only \(1/20^3=1/8000\) of what a nearest neighbour does. To bring the error down to 0.1%, the sum must run out to 348 nm and take in about 1.5 million sites. Why does a sum of such rapidly falling terms converge so slowly?

## Back-of-envelope estimate

Let every dipole have normal component \(p\), all pointing the same way, and let the lattice spacing be \(a\). The layer is in vacuum, and the units are such that \(4\pi\varepsilon_0=1\). A neighbour at distance \(r\) in the plane gives a field of magnitude \(p/r^3\), directed against \(p\). There is one dipole per area \(a^2\), so a ring of radius \(r\) and width \(dr\) holds about \(2\pi r\,dr/a^2\) of them. If the sum stops at radius \(R\), the omitted magnitude is

\[
\int_R^\infty \frac{2\pi r\,dr}{a^2}\,\frac{p}{r^3}
=\frac{2\pi p}{a^2}\int_R^\infty\frac{dr}{r^2}
=\frac{2\pi p}{a^2R}.
\]

The single term falls as \(r^{-3}\), but the number of terms in a ring grows as \(r\), and the integration costs one more power. What remains is \(1/R\). For comparison, a single row of the same dipoles has a constant number of sites per length, and its tail is \(2\int_R^\infty p\,dr/(a r^3)=p/(aR^2)\), one power faster.

The estimate replaces discrete sites by a smooth density. The derivation below shows that this replacement affects only higher orders in \(a/R\).

## The field of one neighbour

Place a normal dipole at the origin. At in-plane distance \(r\) and height \(z\) its potential is \(\phi=pz/(r^2+z^2)^{3/2}\), so

\[
E_z=-\frac{\partial\phi}{\partial z}
=-\frac{p}{(r^2+z^2)^{3/2}}+\frac{3pz^2}{(r^2+z^2)^{5/2}}
\;\xrightarrow{\,z=0\,}\;-\frac{p}{r^3}.
\]

The in-plane field is proportional to \(z\) and vanishes at \(z=0\). All neighbours therefore contribute with the same sign, and the field at a site is

\[
E=-\frac{p}{a^3}\,S,\qquad
S={\sum_{m,n}}'\frac{1}{(m^2+n^2)^{3/2}},
\]

where the prime excludes \(m=n=0\). The omitted field is likewise negative; \(2\pi p/(a^2R)\) is its magnitude.

If the dipoles are tilted, their in-plane components \(\mathbf p_\parallel\) have the potential \(\mathbf p_\parallel\cdot\mathbf r/(r^2+z^2)^{3/2}\). This is even in \(z\), so its \(z\)-derivative vanishes in the plane. In-plane components add nothing to the normal field, and \(p\) may be read as the normal component alone.

## Controlled derivation of the tail

Measure lengths in units of \(a\) and write \(\rho=R/a\). Let \(N(\rho)\) be the number of lattice sites with \(r\le\rho\), the origin included. Surround each site by its unit square, whose farthest point is \(1/\sqrt2\) from the centre.

- The squares of the \(N\) counted sites do not overlap and lie inside a disc of radius \(\rho+1/\sqrt2\). Hence \(N\le\pi(\rho+1/\sqrt2)^2\).
- Every point of a disc of radius \(\rho-1/\sqrt2\) lies in a square whose centre is within \(\rho\) of the origin. Hence \(N\ge\pi(\rho-1/\sqrt2)^2\), for \(\rho\ge1/\sqrt2\).

With \(N(\rho)=\pi\rho^2+\Delta(\rho)\), expanding the two squares gives

\[
|\Delta(\rho)|\le\sqrt2\,\pi\rho+\frac{\pi}{2}.
\]

The omitted part of \(S\) is a sum over sites with \(r>\rho\). Since \(N\) jumps by one at each site, it can be written as an integral over \(dN\) and integrated by parts:

\[
T(\rho)=\int_\rho^\infty\frac{dN(r)}{r^3}
=\left[\frac{N(r)}{r^3}\right]_\rho^\infty+3\int_\rho^\infty\frac{N(r)}{r^4}\,dr .
\]

The upper limit gives zero because \(N\) grows as \(r^2\). Inserting \(N=\pi r^2+\Delta\),

\[
T(\rho)=-\frac{\pi}{\rho}-\frac{\Delta(\rho)}{\rho^3}
+3\pi\int_\rho^\infty\frac{dr}{r^2}+3\int_\rho^\infty\frac{\Delta(r)}{r^4}\,dr
=\frac{2\pi}{\rho}-\frac{\Delta(\rho)}{\rho^3}+3\int_\rho^\infty\frac{\Delta(r)}{r^4}\,dr .
\]

The bound on \(\Delta\) controls the last two terms. The boundary term is at most \(\sqrt2\pi/\rho^2+\pi/(2\rho^3)\), and the integral term is at most

\[
3\int_\rho^\infty\left(\frac{\sqrt2\,\pi}{r^3}+\frac{\pi}{2r^4}\right)dr
=\frac{3\sqrt2\,\pi}{2\rho^2}+\frac{\pi}{2\rho^3}.
\]

Adding them,

\[
\left|T(\rho)-\frac{2\pi}{\rho}\right|\le\frac{5\pi}{\sqrt2\,\rho^2}+\frac{\pi}{\rho^3}.
\]

Multiplication by \(p/a^3\) restores the units. The omitted field is

\[
E-E_R=-\frac{2\pi p}{a^2R}+O\!\left(\frac{p}{aR^2}\right),
\qquad\text{in SI units}\quad -\frac{p}{2\varepsilon_0a^2R}
\]

at leading order. This holds for a circular cut with \(R\gg a\) and for equal, parallel dipoles.

The bound is generous. Numerically, the rms difference between \(T\) and \(2\pi/\rho\) falls as \(\rho^{-2.49}\) between the windows \(\rho=20\)–\(40\) and \(160\)–\(320\). If the known count at the boundary is kept, the tail estimate becomes

\[
T\approx\frac{2\pi}{\rho}-\frac{N-\pi\rho^2}{\rho^3}=\frac{3\pi}{\rho}-\frac{N(\rho)}{\rho^3},
\]

and the rms error falls as \(\rho^{-3.49}\). In this range, then, the error of the simple tail comes mainly from the irregular number of sites at the edge of the disc. These exponents are numerical findings, not consequences of the bound.

## The complete sum

A value of \(S\) that does not rely on the slow sum is needed for comparison. For \(k=m^2+n^2>0\), substitute \(x=\pi kt\) in \(\Gamma(3/2)=\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2\). This gives

\[
k^{-3/2}=2\pi\int_0^\infty t^{1/2}e^{-\pi kt}\,dt .
\]

Summing over sites, which is allowed under the integral because all terms are positive,

\[
S=2\pi\int_0^\infty t^{1/2}\left[\theta^2(t)-1\right]dt,\qquad
\theta(t)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2t}.
\]

The integrand is awkward at small \(t\), where many terms of \(\theta\) count. To relate small \(t\) to large \(t\), consider \(F(x)=\sum_n e^{-\pi(x+n)^2t}\), which has period one. Its Fourier coefficients are

\[
\int_0^1F(x)e^{-2\pi imx}dx=\int_{-\infty}^{\infty}e^{-\pi x^2t-2\pi imx}dx=t^{-1/2}e^{-\pi m^2/t}.
\]

Summing the Fourier series at \(x=0\) gives \(\theta(t)=t^{-1/2}\theta(1/t)\), or \(\theta^2(1/u)=u\,\theta^2(u)\). In the part of the integral from 0 to 1, set \(t=1/u\):

\[
\int_0^1t^{1/2}[\theta^2(t)-1]dt=\int_1^\infty u^{-5/2}[u\theta^2(u)-1]du
=\int_1^\infty u^{-3/2}[\theta^2(u)-1]du+\int_1^\infty(u^{-3/2}-u^{-5/2})du .
\]

The last integral is \(2-\tfrac23=\tfrac43\). Therefore

\[
S=2\pi\left[\frac43+\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)\left(\theta^2(t)-1\right)dt\right].
\]

The remaining integrand decays as \(e^{-\pi t}\) apart from powers of \(t\). The integral is 0.104412, so \(S=2\pi(1.333333+0.104412)=9.0336\).

## Comparison for the layer

For \(p=1\) D \(=3.336\times10^{-30}\) C m and \(a=0.5\) nm, the field unit is \(p/(4\pi\varepsilon_0a^3)=2.3983\) MV/cm. The complete field has magnitude \(2.3983\times9.0336=21.67\) MV/cm, or 0.00421 atomic units. At \(R=10\) nm, \(\rho=20\) and the tail formula gives \(2.3983\times2\pi/20=0.753\) MV/cm. The field missing from the sum is the same to three figures at this radius; for cut radii within half a spacing of it the two differ by up to 0.7%.

| \(R\) (nm) | sites | missing (MV/cm) | tail formula (MV/cm) | sum + tail (MV/cm) |
|---|---|---|---|---|
| 2.5 | 80 | 2.976 | 3.014 | 21.704 |
| 5 | 316 | 1.501 | 1.507 | 21.672 |
| 10 | 1256 | 0.753 | 0.753 | 21.666 |
| 50 | 31416 | 0.151 | 0.151 | 21.666 |

Doubling the radius quadruples the work and halves the error. At exactly five spacings the formula is within 1.3% of the missing part, and adding it leaves an error of 0.2% of the complete field. This radius is favourable, since it just includes a shell of twelve sites: for radii between 4.5 and 5.5 spacings the formula is off by up to 6%, and the remaining error reaches 0.9% of the complete field.

For a relative error \(\epsilon\) in the field, set \(2\pi/\rho=\epsilon S\). The required radius and number of sites are

\[
\rho=\frac{2\pi}{\epsilon S},\qquad
\pi\rho^2=\frac{4\pi^3}{\epsilon^2S^2}.
\]

For 1% this predicts 34.8 nm and 15,198 sites; the direct sum needs 15,200. For 0.1% the number is a hundred times larger. If the tail is added by hand, the error stays below 1% from 1.66 nm onwards (36 sites) and below 0.1% from 5.0 nm onwards (316 sites). These thresholds were found by following the sum out to 400 nm; beyond that, the bound above guarantees them. Further values are in the numerical output.

## What causes the tail, and what changes it

**Mean dipole density.** The \(r^{-3}\) law is not sufficient for a \(1/R\) tail. Let the dipoles alternate in a checkerboard, with sign \((-1)^{m+n}\) relative to the central one. Sites with \(m+n\) even form a square lattice of spacing \(\sqrt2\), so their share of \(S\) is \(2^{-3/2}S\). The odd sites hold the rest. The signed sum is

\[
2\times2^{-3/2}S-S=S\left(\frac{1}{\sqrt2}-1\right)=-2.646 .
\]

The even sites have the tail \(2^{-3/2}\,T(\rho/\sqrt2)\), whose leading term is \(2^{-3/2}\times2\pi\sqrt2/\rho=\pi/\rho\). This is half of the full tail, the odd sites have the other half, and the two cancel at order \(1/\rho\). For cut radii between 80 and 160 nm, the rms missing field is 0.067 MV/cm for parallel dipoles and \(7.7\times10^{-6}\) MV/cm for the checkerboard, although each neighbour's field has the same magnitude in both cases.

**Shape of the cut.** Suppose the sum fills a square of half-side \(L\), in units of \(a\). In a direction at angle \(\vartheta\) from a side's normal, the edge is at \(L/\cos\vartheta\), and the radial integral \(\int dr/r^2\) from there outward is \(\cos\vartheta/L\). Eight equal sectors give

\[
T_{\rm square}\simeq8\int_0^{\pi/4}\frac{\cos\vartheta}{L}\,d\vartheta=\frac{4\sqrt2}{L}=\frac{5.657}{L}.
\]

The sum over \(|m|,|n|\le50\), whose unit squares fill \(L=50.5\), gives a coefficient of 5.6566. The power of the size is unchanged, but a correction must use the coefficient that belongs to the cut.

## A hydroxylated low-k surface

The parameters are meant for the polar hydroxyl groups on a flat, damaged surface of an organosilicate low-k film. The normal component of 1 D is an assumed round value; the actual one depends on how the groups are tilted. Four groups per nm² is roughly the density of fully hydroxylated silica. A low-k surface that keeps part of its methyl groups has fewer, so the example lies at the upper end. At one group per nm² and the same \(p\), the factor \(a^{-3}\) lowers the vacuum field eightfold, to 2.7 MV/cm. Real surfaces break the assumption of an extended, ordered plane most clearly, since such films are porous on the nanometre scale. If only a flat patch of radius 2.5 nm carries aligned dipoles, the tail is physically absent and the field at its centre is 18.7 MV/cm, 14% below the infinite layer. The result is a microscopic field at a site and should not be compared with a breakdown strength, which refers to an average field.

The substrate changes the tail itself. For a charge \(q\) above a half-space of relative permittivity \(\kappa\), the potential above is that of \(q\) plus an image \(-\beta q\) at the mirrored position, with \(\beta=(\kappa-1)/(\kappa+1)\). Below, it is that of a charge \(2q/(\kappa+1)\) at the original position. The potential is continuous because \(1-\beta=2/(\kappa+1)\), and the normal displacement because \(1+\beta=2\kappa/(\kappa+1)\). Mirroring a normal dipole while reversing its charges gives a parallel image \(\beta p\), so the far field is multiplied by \(1+\beta\). For \(\kappa=3\) the tail grows by 50%. This applies to a film much thicker than the cut radius \(R\). If the film lies on a conductor, the factor for dipoles many film thicknesses away approaches 2 instead, because the conductor then supplies a full parallel image.

The converged field nevertheless falls by only about 7% for dipoles 0.2 nm above the surface at \(a=0.5\) nm. A smooth sheet of image dipoles at vertical distance \(Z\) gives a field proportional to

\[
\int_0^\infty2\pi r\left[\frac{3Z^2}{(r^2+Z^2)^{5/2}}-\frac{1}{(r^2+Z^2)^{3/2}}\right]dr
=2\pi\left(\frac1Z-\frac1Z\right)=0 .
\]

Nearby images thus offset the distant ones, and what survives comes from the discreteness of the lattice. The 7% is a difference of larger terms: each dipole's own image lowers the field by 22%, and the images of all others raise it by 15%. It depends steeply on the ratio of height to spacing. At \(a=0.5\) nm the drop is 0.5% for a height of 0.3 nm and 28% for 0.15 nm, and for 0.1 nm the field changes sign, as it also does for 0.2 nm at one group per nm². At such short distances a classical image is not reliable, so the effect of the substrate on the converged field is not fixed by this model; the factor on the far tail is much less sensitive to the height.

The other neglected effects, each taken alone, are these:

- **Polarizability.** If 1 D is the dipole of an isolated group with an assumed polarizability volume, about that of a water molecule and possibly high for a bound hydroxyl group, \(\alpha=0.0015\) nm³, then \(p=p_0-\alpha pS/a^3\), so \(p=p_0/(1+\alpha S/a^3)=0.902\,p_0\). Field and tail both drop by 10%.
- **Length of the dipole.** Charges \(\pm q\) separated by \(d=0.1\) nm replace \(r^3\) by \((r^2+d^2/4)^{3/2}\), which lowers the field at the midpoint of a dipole by 0.8%. Averaged between the two charges of that dipole, the reduction is 1.6%.
- **Empty sites.** With one site in ten empty at random, the mean field and the mean tail fall by 10%. The field also varies from site to site, with an rms spread of 1.6 MV/cm.
- **Thermal disorder.** The field opposes each dipole, so the energy \(-pE\) is \(+0.045\) eV, and reversing one dipole would release 0.090 eV. This is about 3.5 times \(kT\) at 300 K. The parallel order is not favoured by the dipole interaction and must be held by the bonds to the surface. Where it is not held, the mean normal component is reduced, and the \(1/R\) tail of the mean field with it. Both vanish if the two orientations are equally likely.

## Table of computed values

```
lattice sum S = 9.03362168
theta integral = 0.10441221
spacing a = 0.5 nm, dipole p = 1.0 D = 3.33564e-30 C m
p/(4 pi eps0 a^3) = 2.3983 MV/cm
converged |E| = 21.6657 MV/cm = 0.004213 a.u.
R(nm)  sites  |E_R|  missing  tail law  |E_R|+tail (MV/cm)
  2.5      80  18.6898   2.9759   3.0138   21.7036
  5.0     316  20.1649   1.5008   1.5069   21.6718
 10.0    1256  20.9123   0.7534   0.7535   21.6658
 25.0    7844  21.3641   0.3016   0.3014   21.6655
 50.0   31416  21.5150   0.1507   0.1507   21.6657
100.0  125628  21.5903   0.0754   0.0753   21.6657
rms remainder decay exponent, tail 2pi/rho: 2.49
same, tail 3pi/rho - N/rho^3: 3.49
error 1.0%: law R = 34.78 nm, sites = 15198
  plain sum: R = 34.76 nm, sites = 15200
  tail added: R = 1.66 nm, sites = 36
error 0.1%: law R = 347.77 nm, sites = 1519798
  plain sum: R = 347.76 nm, sites = 1519800
  tail added: R = 5.00 nm, sites = 316
checkerboard sum = -2.645887
rms missing field, R = 80 to 160 nm:
  parallel: 6.660e-02 MV/cm
  checkerboard: 7.728e-06 MV/cm
square cut, L = 50.5 a: tail*L = 5.65662, 4 sqrt2 = 5.65685
Neglected effects:
substrate kappa = 3.0, height = 0.2 nm, beta = 0.500
  far tail factor = 1.500
  change of converged |E| = -6.88 %
polarizability volume = 0.0015 nm^3: dipole factor = 0.9022
dipole length = 0.1 nm: change of |E| = -0.84 %
occupancy = 0.9: mean |E| = 19.499 MV/cm
  site-to-site rms spread = 1.553 MV/cm
p|E| = 0.0451 eV, reversal releases 0.0902 eV
kT at 300 K = 0.0259 eV
```
